# Zero-temperature luminescence width of a strongly coupled defect

## Problem

A defect in a wide-gap semiconductor emits light when it passes from an excited electronic state to its ground state. The transition is coupled to one harmonic vibrational mode with phonon energy \(\hbar\omega=40\) meV, the same in both electronic states. The Huang-Rhys factor is \(S=10\), and the zero-phonon energy is \(E_{\rm ZPL}=2.6\) eV. The transition dipole does not depend on the vibrational coordinate (Condon approximation). Before emitting, the defect has relaxed to the lowest vibrational level of the excited state.

1. Find the strength of each phonon line, and the mean and variance of the photon energy.
2. Show when the band is close to a Gaussian, and calculate its full width at half maximum (FWHM) at zero temperature.
3. Find the leading error of the Gaussian width, and say where the Gaussian fails.
4. Estimate how the width changes with temperature, with a softer mode in the excited state, with a second mode, and with the cubic photon-energy factor of spontaneous emission.

Except in the last item of part 4, the line shape means the Franck-Condon strength per unit photon energy.

## Solution

### 1. Line strengths and moments

Let \(Q\) be the mass-weighted coordinate of the mode and \(\Delta Q\) the distance between the two potential minima. With \(q=Q\sqrt{\omega/\hbar}\) and its conjugate momentum \(p\), where \([q,p]=i\), the vibrational Hamiltonians are

\[
H_g=\frac{\hbar\omega}{2}(p^2+q^2),\qquad
H_e=E_{\rm ZPL}+\frac{\hbar\omega}{2}\left[p^2+(q-d)^2\right],
\]

with \(d=\Delta Q\sqrt{\omega/\hbar}\). The zero-point energies are equal, so the lowest levels differ by \(E_{\rm ZPL}\). The Huang-Rhys factor is defined by

\[
S=\frac{d^2}{2}=\frac{\omega\,\Delta Q^2}{2\hbar}.
\]

Just after a vertical transition from \(q=d\), the ground-state potential energy is \(\hbar\omega d^2/2=S\hbar\omega\). This is the relaxation energy, here \(10\times0.040=0.40\) eV. The displacement is \(\Delta Q=\sqrt{2S\hbar/\omega}=1.45\) amu\(^{1/2}\) Å.

The lowering operator of the ground-state oscillator is \(a=(q+ip)/\sqrt2\). That of the excited-state oscillator is

\[
b=\frac{(q-d)+ip}{\sqrt2}=a-\frac{d}{\sqrt2}=a-\sqrt S .
\]

The initial state \(|i\rangle\) is the lowest level of \(H_e\), so \(b|i\rangle=0\), that is, \(a|i\rangle=\sqrt S\,|i\rangle\). Let \(c_n=\langle n|i\rangle\) be its overlap with the ground-state level that holds \(n\) phonons. Projecting on \(\langle n|\) and using \(\langle n|a=\sqrt{n+1}\,\langle n+1|\) gives

\[
c_{n+1}=\frac{\sqrt S}{\sqrt{n+1}}\,c_n
\quad\Rightarrow\quad
|c_n|^2=|c_0|^2\frac{S^n}{n!}.
\]

The strengths must sum to one, and \(\sum_n S^n/n!=e^S\). Therefore

\[
P_n=|c_n|^2=e^{-S}\frac{S^n}{n!},\qquad E_n=E_{\rm ZPL}-n\hbar\omega .
\]

This is a Poisson distribution of lines, each phonon left behind lowering the photon energy by \(\hbar\omega\).

For the moments, the factor \(n\) cancels one factor of \(n!\), and \(n(n-1)\) cancels two:

\[
\langle n\rangle=e^{-S}\sum_{n\ge1}\frac{S^n}{(n-1)!}=S,\qquad
\langle n(n-1)\rangle=e^{-S}\sum_{n\ge2}\frac{S^n}{(n-2)!}=S^2 .
\]

Hence \(\mathrm{Var}\,n=\langle n(n-1)\rangle+\langle n\rangle-\langle n\rangle^2=S\), and

\[
\bar E=E_{\rm ZPL}-S\hbar\omega=2.20\ {\rm eV},\qquad
\sigma=\sqrt S\,\hbar\omega .
\]

The square root has a direct physical origin. Let \(U=V_e-V_g\) be the vertical difference between the two potentials. The kinetic energies are the same, so \(H_g=H_e-U\). Since \(|i\rangle\) is an eigenstate of \(H_e\),

\[
(H_g-\langle H_g\rangle)|i\rangle=-(U-\langle U\rangle)|i\rangle .
\]

Taking the squared norm of both sides shows that the variance of the final vibrational energy equals the variance of \(U\) over the initial zero-point motion. Here

\[
U=E_{\rm ZPL}+\frac{\hbar\omega}{2}\left[(q-d)^2-q^2\right]
=E_{\rm ZPL}+\hbar\omega\left(\frac{d^2}{2}-qd\right),
\]

with slope of magnitude \(\hbar\omega d\). The zero-point spread of \(q\) is \(1/\sqrt2\), and their product is \(\hbar\omega d/\sqrt2=\sqrt S\,\hbar\omega\). The band is wide because zero-point motion samples a steep energy difference.

### 2. The Gaussian and its width

For large \(n\), Stirling's formula reads \(\ln n!\simeq n\ln n-n+\tfrac12\ln(2\pi n)\). Thus

\[
\ln P_n\simeq -S+n-n\ln\frac nS-\frac12\ln(2\pi n).
\]

Set \(n=S+x\) with \(|x|\ll S\). The two expansions needed are

\[
(S+x)\ln\left(1+\frac xS\right)=x+\frac{x^2}{2S}-\frac{x^3}{6S^2}+\dots,\qquad
\ln n=\ln S+\frac xS+\dots
\]

The terms linear in \(x\) without a factor \(1/S\) cancel, leaving

\[
\ln P_n\simeq-\frac12\ln(2\pi S)-\frac{x^2}{2S}
+\left(\frac{x^3}{6S^2}-\frac{x}{2S}\right)+\dots
\]

Over the main part of the band \(x\) is of order \(\sqrt S\), so the bracket is of order \(1/\sqrt S\). For \(S\gg1\) the leading result is

\[
P_n\simeq\frac{1}{\sqrt{2\pi S}}\exp\left[-\frac{(n-S)^2}{2S}\right].
\]

In photon energy this is a Gaussian centred at \(\bar E\) with standard deviation \(\sigma\). It falls to half its maximum where

\[
e^{-(E-\bar E)^2/2\sigma^2}=\frac12
\quad\Rightarrow\quad
|E-\bar E|=\sigma\sqrt{2\ln2}.
\]

The full width is twice this distance:

\[
W=2\sqrt{2\ln2}\,\sqrt S\,\hbar\omega .
\]

With the given values,

\[
\sigma=3.1623\times0.040\ {\rm eV}=0.1265\ {\rm eV},\qquad
W=2.3548\times0.1265\ {\rm eV}=0.298\ {\rm eV}.
\]

The zero-temperature width is therefore about **0.30 eV**. The half-height energies of the Gaussian are 2.051 and 2.349 eV; those of the slightly skewed Poisson envelope lie about 11 meV higher. Converted by \(\lambda=hc/E\), the Gaussian's half-height points lie 77 nm apart, around the 564 nm that corresponds to \(\bar E\). This interval is not the FWHM of a spectrum plotted per unit wavelength, which contains the further factor \(|dE/d\lambda|\).

At zero temperature the ideal one-mode spectrum is a comb of sharp lines 40 meV apart, and \(W\) is the width of its envelope. A smooth band appears when the lines are broadened. Give each line a Gaussian shape of standard deviation 24 meV, for example. Convolution adds variances, which predicts

\[
2.3548\sqrt{0.1265^2+0.024^2}\ {\rm eV}=0.303\ {\rm eV}.
\]

A direct numerical sum of the broadened lines also gives 0.303 eV. Each line then has a FWHM of 57 meV, about 1.4 times the spacing, which is just enough to leave a single smooth maximum; with a standard deviation of 22 meV the two strongest lines still show as separate maxima. The broadening hardly changes the width of the band.

### 3. Error of the Gaussian

To define a half-height width without broadening, replace \(n!\) by \(\Gamma(n+1)\) and let \(n\) vary continuously. With \(y=n+\tfrac12\), Stirling's series becomes

\[
\ln\Gamma\left(y+\tfrac12\right)=y\ln y-y+\tfrac12\ln2\pi-\frac1{24y}+\dots
\]

The last term affects the relative width at order \(1/S^2\) and is dropped. The logarithm of the envelope is then a constant plus \(y\ln S-y\ln y+y\). Its derivative, \(\ln(S/y)\), vanishes at \(y=S\), so the maximum lies at \(n=S-\tfrac12=9.5\), half a phonon from the mean. This fits the equality of the two strongest lines, since \(P_{10}/P_9=S/10=1\).

Write \(y=S(1+u)\). The half-height condition is

\[
S\left[(1+u)\ln(1+u)-u\right]=\ln2 .
\]

Expanding the logarithm and setting \(t^2=2\ln2/S\),

\[
\frac{u^2}{2}-\frac{u^3}{6}+\frac{u^4}{12}+\dots=\frac{t^2}{2}.
\]

Try \(u_\pm=\pm t+\alpha t^2\pm\beta t^3\). The terms in \(t^3\) and \(t^4\) must vanish separately:

\[
\alpha-\frac16=0,\qquad
\frac{\alpha^2}{2}+\beta-\frac{\alpha}{2}+\frac1{12}=0
\quad\Rightarrow\quad
\alpha=\frac16,\quad \beta=-\frac1{72}.
\]

In the difference \(u_+-u_-\) the term in \(\alpha\) cancels: the asymmetry moves both half-height points the same way. The envelope width in energy is

\[
S\hbar\omega(u_+-u_-)=2S\hbar\omega\,t\left(1-\frac{t^2}{72}\right)
=W\left(1-\frac{\ln2}{36S}\right).
\]

For \(S=10\) the correction is \(-0.19\) % of \(W\). Solving for the half-height points of the continuous envelope numerically gives 0.2973 eV, which is 0.17 % below the Gaussian value.

The individual strengths are less accurate than the width. Compared at all integer \(n\) from 0 to 29, the largest error is 7.6 % of the Gaussian's peak height. The asymmetry follows from the third factorial moment, \(\langle n(n-1)(n-2)\rangle=S^3\). It gives \(\langle n^3\rangle=S^3+3S^2+S\), and hence

\[
\langle(n-S)^3\rangle=\langle n^3\rangle-3S\langle n^2\rangle+2S^3=S .
\]

The skewness of \(n\) is \(S/S^{3/2}=1/\sqrt S=0.316\). Since photon energy falls as \(n\) rises, the longer tail lies on the low-energy side.

The Gaussian fails in the far tails. The true zero-phonon strength is \(e^{-10}=4.54\times10^{-5}\), while the Gaussian gives \(e^{-5}/\sqrt{20\pi}=8.50\times10^{-4}\), too large by a factor of 18.7. The Gaussian should not be used to estimate the zero-phonon line. In the low-energy tail it errs the other way: at \(n=25\) it is too small by a factor of about 18. For \(S\le1\) the ratio \(P_{n+1}/P_n=S/(n+1)\) never exceeds one, so no line is stronger than the zero-phonon line and the strengths no longer form a bell-shaped curve about the mean.

### 4. Effects outside the basic model

Each change below is made separately, and percentages are relative to \(W=0.298\) eV. A Gaussian width means \(2.3548\,\sigma\). For the temperature and softer-mode cases the half-height width of the actual envelope is smaller by 0.002 to 0.003 eV (0.367 eV at 300 K, 0.429 eV at 450 K, 0.312 eV for the softer mode).

**Temperature.** Suppose the excited-state levels \(m\) are thermally populated before emission, with \(S\) and \(\omega\) held fixed. From \(a=b+\sqrt S\),

\[
a^\dagger a=b^\dagger b+\sqrt S\,(b+b^\dagger)+S .
\]

In the excited-state level \(m\), the mean of \(n\) is \(m+S\). Its variance is \(S\langle(b+b^\dagger)^2\rangle=S(2m+1)\). The photon energy is \(E_{\rm ZPL}+(m-n)\hbar\omega\), so its mean is \(E_{\rm ZPL}-S\hbar\omega\) for every \(m\), and only the variances need averaging. With \(\langle m\rangle=1/(e^{\hbar\omega/k_BT}-1)\),

\[
\sigma^2(T)=S(\hbar\omega)^2(2\langle m\rangle+1)
=S(\hbar\omega)^2\coth\frac{\hbar\omega}{2k_BT}.
\]

At low temperature the hyperbolic cotangent tends to one. For \(k_BT\gg\hbar\omega\) the variance tends to \(2S\hbar\omega k_BT\), the classical thermal result. The Gaussian FWHM is 0.370 eV at 300 K (+24 %) and 0.432 eV at 450 K (+45 %).

**Softer excited-state mode.** Let \(r=\omega_e/\omega_g\), and define \(q\), \(d\) and \(S\) with \(\omega_g\). With \(\xi=q-d\), the vertical difference is

\[
\frac{U}{\hbar\omega_g}=\text{constant}-d\,\xi+\frac{r^2-1}{2}\xi^2 .
\]

The initial distribution of \(\xi\) is Gaussian with \(\langle\xi^2\rangle=1/(2r)\). Hence \(\mathrm{Var}\,\xi^2=2\langle\xi^2\rangle^2=1/(2r^2)\), and the cross term vanishes because it is odd in \(\xi\). The equality of the variances of \(H_g\) and \(U\) still holds, so

\[
\mathrm{Var}\,n=\frac{d^2}{2r}+\frac{(r^2-1)^2}{8r^2}
=\frac Sr+\frac18\left(\frac1r-r\right)^2 .
\]

For an excited-state phonon energy of 36 meV, \(r=0.9\), and the Gaussian width is 0.314 eV (+5.4 %). Nearly all of the change comes from \(S/r\): a softer mode has a larger zero-point spread.

**Several modes.** Independent modes add their variances, so \(\sigma^2=\sum_kS_k(\hbar\omega_k)^2\). Take modes of 30 and 90 meV, keeping the total \(S=10\) and the relaxation energy of 400 meV:

\[
S_1+S_2=10,\quad 30S_1+90S_2=400
\quad\Rightarrow\quad S_1=8.33,\; S_2=1.67 .
\]

The Gaussian width becomes 0.341 eV (+15 %). At fixed \(\sum_kS_k\) and \(\sum_kS_k\omega_k\), any spread of frequencies raises \(\sum_kS_k\omega_k^2\), so the single mode gives the smallest variance. Summing the lines numerically, each broadened by 24 meV, gives nearly the same width, about 0.34 eV. This agreement is partly accidental: adding the broadening to the variance would predict 0.346 eV, so the summed band is slightly narrower at half height than a Gaussian of the same variance.

**Cubic emission factor.** The spontaneous photon rate per unit energy contains \(E^3\), if the optical response of the host is taken as constant over the band. About \(\bar E\), with \(E_n=\bar E-(n-S)\hbar\omega\),

\[
3\ln E_n\simeq3\ln\bar E-\frac{3\hbar\omega}{\bar E}(n-S)
-\frac{3(\hbar\omega)^2}{2\bar E^2}(n-S)^2 .
\]

The linear term multiplies \(P_n\) by a factor proportional to \(e^{-3n\hbar\omega/\bar E}\). The result is again a Poisson law, with \(S'=Se^{-3\hbar\omega/\bar E}=9.47\). The quadratic term narrows the band a little more. Applying the full cubic factor to the continuous envelope and locating its half-height points numerically gives 0.288 eV (\(-3.3\) %). The mean photon energy, from the explicit sum over lines, rises by 21 meV.

### Relation to a real defect band

The parameters are rough typical values for the yellow luminescence of GaN, a material used in power and radio-frequency transistors. In carbon-doped GaN this band is commonly assigned to carbon on a nitrogen site. There the light comes mainly from the capture of a conduction-band or shallow-donor electron by the defect, so the model's internal transition is a simplification. Such values of \(S\) and \(\hbar\omega\) describe an effective mode, whereas the real defect couples to a spectrum of vibrations. Among the changes estimated in part 4, the largest for the example values comes from temperature: with the other parameters fixed, the model's width grows from 0.30 eV to 0.37 eV at 300 K and 0.43 eV at 450 K. A wider spread of mode frequencies than in the two-mode example could matter as much as heating to 300 K. The value of 0.30 eV is the zero-temperature width of this one-mode model, not a prediction for the measured yellow band, which is broader even at low temperature. Nor should it be compared directly with a spectrum taken on a device at its working temperature.
